# Light-induced Haldane mass in graphene: Floquet commutator and exact quasienergies: a numerical check

```python
# Result under test: circularly driven graphene acquires the Floquet mass term
#   [H_-1, H_1]/(hbar omega) = -tau*s*(e v A)^2/(hbar omega) * sigma_z,
# where H(t) = sum_n H_n exp(-i n omega t), tau = +-1 is the valley and
# s = +-1 the handedness of A(t) = A (cos omega t, s sin omega t).
# Symbols: W = hbar*omega, g = e*v*A, q = hbar*v*k, alpha = g/W,
# delta = static sublattice term, z = e*A*a/hbar (a = bond length), theta = omega*t.
# Exact quasienergies come from the propagator over one period.
import numpy as np
from scipy import constants as const
from scipy.special import jv

SX = np.array([[0, 1], [1, 0]], complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1.0, -1.0]).astype(complex)


def comm(a, b):
    return a @ b - b @ a


def one_period(H, W, steps=400):
    """Propagator over one period, fourth-order Magnus steps."""
    d = 2 * np.pi / steps
    c = np.sqrt(3) / 6
    U = None
    for j in range(steps):
        h1 = H(d * (j + 0.5 - c)) / W
        h2 = H(d * (j + 0.5 + c)) / W
        M = (h1 + h2) / 2 - 1j * np.sqrt(3) / 12 * d * comm(h2, h1)
        e, v = np.linalg.eigh(M)
        step = (v * np.exp(-1j * d * e)[..., None, :]) @ v.conj().swapaxes(-1, -2)
        U = step if U is None else step @ U
    return U


def quasienergies(H, W):
    lam = np.linalg.eigvals(one_period(H, W))
    return np.sort(-np.angle(lam) * W / (2 * np.pi))


def fourier(H, n, samples=64):
    th = 2 * np.pi * np.arange(samples) / samples
    return sum(H(x) * np.exp(1j * n * x) for x in th) / samples


def dirac(q, g, tau=1, s=1, delta=0.0, angle=0.7):
    static = q * (tau * np.cos(angle) * SX + np.sin(angle) * SY) + delta * SZ
    return lambda th: static + g * (tau * np.cos(th) * SX + s * np.sin(th) * SY)


def eps_dirac(q, g, W=1.0, **kw):
    return quasienergies(dirac(q, g, **kw), W)[-1]


# General high-frequency expansion on a generic three-level system
rng = np.random.default_rng(4)
R = rng.normal(size=(3, 3)) + 1j * rng.normal(size=(3, 3))
H0 = 0.3 * (R + R.conj().T)
V = 0.5 * (rng.normal(size=(3, 3)) + 1j * rng.normal(size=(3, 3)))
Vd = V.conj().T
errors = []
for W in (60.0, 120.0):
    exact = quasienergies(lambda x: H0 + V * np.exp(-1j * x) + Vd * np.exp(1j * x), W)
    first = H0 + comm(Vd, V) / W
    second = first + (comm(comm(V, H0), Vd) + comm(comm(Vd, H0), V)) / (2 * W**2)
    errors.append([np.linalg.norm(np.linalg.eigvalsh(h) - exact) for h in (first, second)])
general_ratio = np.array(errors[0]) / np.array(errors[1])
assert 3.4 < general_ratio[0] < 4.6
assert 6.8 < general_ratio[1] < 9.2

# Dirac commutator and velocity correction from numerical Fourier components
for tau in (1, -1):
    for s in (1, -1):
        h = dirac(0.13, 0.2, tau, s)
        hm, h0, hp = (fourier(h, n) for n in (-1, 0, 1))
        assert np.allclose(comm(hm, hp), -tau * s * 0.2**2 * SZ, atol=1e-13)
        nxt = (comm(comm(hp, h0), hm) + comm(comm(hm, h0), hp)) / 2
        assert np.allclose(nxt, -0.2**2 * h0, atol=1e-13)
        # sign of the induced mass seen in exact quasienergies
        dl = 0.03
        closed = abs(np.sqrt((0.5 - tau * s * dl)**2 + 0.2**2) - 0.5)
        assert abs(eps_dirac(0, 0.2, tau=tau, s=s, delta=dl) - closed) < 1e-9

# Linear polarization opens no gap at the Dirac point
linear = quasienergies(lambda x: 0.2 * np.cos(x) * (SX + SY), 1.0)
assert np.max(np.abs(linear)) < 1e-9

# Exact gap at k = 0
alphas = (0.1, 0.2, 0.4, 0.8)
gap_table = []
for al in alphas:
    gap = 2 * eps_dirac(0, al)
    assert abs(gap - (np.sqrt(1 + 4 * al**2) - 1)) < 1e-8
    gap_table.append((al, 2 * al**2, gap))


# Order of the errors at finite momentum
def eps_comm(q, g, W=1.0):
    return np.hypot(q, g**2 / W)


def eps_velocity(q, g, W=1.0):
    return np.hypot(q * (1 - (g / W)**2), g**2 / W)


errs = []
for scale in (1.0, 0.5):
    q, g = 0.08 * scale, 0.04 * scale
    ex = eps_dirac(q, g)
    errs.append([abs(eps_comm(q, g) - ex), abs(eps_velocity(q, g) - ex)])
dirac_ratio = np.array(errs[0]) / np.array(errs[1])
assert 7 < dirac_ratio[0] < 9
assert 26 < dirac_ratio[1] < 38

# Weak-drive shift away from k = 0, and splitting at the one-photon resonance
shift = eps_dirac(0.3, 0.005) - 0.3
shift_formula = -0.005**2 * 0.3 / (1 - 4 * 0.3**2)
assert abs(shift / shift_formula - 1) < 2e-3
assert abs((1 - 2 * eps_dirac(0.5, 0.02)) / 0.02 - 1) < 1e-2

# Honeycomb lattice, lengths in units of the bond length
phi = 2 * np.pi * np.arange(3) / 3
bonds = np.stack([np.cos(phi), np.sin(phi)], axis=1)


def lattice(k, z, t=1.0):
    k = np.asarray(k, float)

    def H(th):
        f = -t * np.exp(1j * (k @ bonds.T + z * np.cos(th - phi))).sum(-1)
        out = np.zeros(k.shape[:-1] + (2, 2), complex)
        out[..., 0, 1] = f
        out[..., 1, 0] = f.conj()
        return out
    return H


def haldane_mass(k, z, W, t=1.0):
    hops = np.roll(bonds, -1, axis=0) - bonds
    geometry = np.sin(np.asarray(k) @ hops.T).sum(-1)
    amp = sum(4 * t**2 * jv(n, z)**2 / (n * W) * np.sin(2 * np.pi * n / 3)
              for n in range(1, 13))
    return amp * geometry


ktest = np.array([0.37, -0.81])
hl = lattice(ktest, 0.9)
numeric = sum(comm(fourier(hl, -n), fourier(hl, n)) / (10 * n) for n in range(1, 13))
assert np.allclose(numeric, haldane_mass(ktest, 0.9, 10) * SZ, atol=1e-12)

K = np.array([0, 4 * np.pi / (3 * np.sqrt(3))])
mK = haldane_mass(K, 0.5, 10)
bessel_sum = sum(9 * jv(n, 0.5)**2 / (10 * n) * (0, 1, -1)[n % 3] for n in range(1, 13))
assert abs(mK - bessel_sum) < 1e-12
assert abs(haldane_mass(-K, 0.5, 10) + mK) < 1e-12
assert abs(haldane_mass(K, 0.01, 10) / ((1.5 * 0.01)**2 / 10) - 1) < 1e-3
lat_table = []
for W in (10.0, 20.0):
    ex = 2 * quasienergies(lattice(K, 0.5), W)[-1]
    lat_table.append((W, 2 * haldane_mass(K, 0.5, W), ex))
rel = [r[1] / r[2] - 1 for r in lat_table]
assert 3.6 < rel[0] / rel[1] < 4.4

# Chern number of the lower band, effective and exact
N = 30
cell = np.array([bonds[0] - bonds[2], bonds[1] - bonds[2]])
G = 2 * np.pi * np.linalg.inv(cell).T
u = np.arange(N + 1) / N
kgrid = u[:, None, None] * G[0] + u[None, :, None] * G[1]


def chern(w):
    def link(a, b):
        return np.sum(a.conj() * b, axis=-1)
    a, b, c, d = w[:-1, :-1], w[1:, :-1], w[1:, 1:], w[:-1, 1:]
    loop = link(a, b) * link(b, c) * link(c, d) * link(d, a)
    return -np.angle(loop).sum() / (2 * np.pi)


Heff = fourier(lattice(kgrid, 1.0), 0) + haldane_mass(kgrid, 1.0, 10)[..., None, None] * SZ
chern_eff = chern(np.linalg.eigh(Heff)[1][..., 0])
lam, vec = np.linalg.eig(one_period(lattice(kgrid, 1.0), 10.0, steps=120))
low = np.argmin(-np.angle(lam), axis=-1)
chern_exact = chern(np.take_along_axis(vec, low[..., None, None], axis=-1)[..., 0])
assert abs(chern_eff + 1) < 1e-6 and abs(chern_exact + 1) < 1e-6

# Worked example, energies in meV
v, W, field = 1.0e6, 250.0, 2.0e7
omega = W * 1e-3 * const.e / const.hbar
A = field / omega
g = v * A * 1e3
alpha = g / W
mass = g**2 / W
gap0 = 2 * eps_dirac(0, g, W)
hv = const.hbar * v / const.e * 1e12   # meV nm
bond = 0.14                            # nm
hop = 2 * hv / (3 * bond)
z = const.e * A * bond * 1e-9 / const.hbar
gap_lat = 2 * quasienergies(lattice(K, z, hop), W)[-1]
assert abs(gap_lat / gap0 - 1) < 1e-3

print(f"velocity v = {v:.1e} m/s; photon energy = {W:.1f} meV")
print(f"rotating field strength = {field:.1e} V/m")
print(f"intensity eps0*c*E^2 = {const.epsilon_0 * const.c * field**2:.3e} W/m^2")
print(f"angular frequency = {omega:.4e} rad/s")
print(f"vector potential A = {A:.4e} V s/m")
print(f"e v A = {g:.3f} meV; alpha = {alpha:.4f}; alpha^2 = {alpha**2:.5f}")
print(f"commutator mass = {mass:.3f} meV; commutator gap = {2 * mass:.3f} meV")
print(f"exact Dirac gap at k=0 = {gap0:.3f} meV = {gap0 * 1e-3 * const.e:.4e} J")
print(f"commutator gap / exact gap - 1 = {100 * (2 * mass / gap0 - 1):.2f} percent")
print("quasienergy in meV: hbar v k, k (1/nm), commutator, with velocity, exact")
for q in (0.0, 5.0, 20.0, 50.0):
    ex, e1, e2 = eps_dirac(q, g, W), eps_comm(q, g, W), eps_velocity(q, g, W)
    if q > 0:
        assert abs(e2 - ex) < abs(e1 - ex)
    print(f"  {q:5.1f}  {q / hv:.5f}  {e1:.3f}  {e2:.3f}  {ex:.3f}")
dl = 5.0
print(f"static sublattice term delta = {dl:.1f} meV, s=+1, gaps at k=0 in meV:")
for tau in (1, -1):
    ex = 2 * eps_dirac(0, g, W, tau=tau, delta=dl)
    print(f"  tau={tau:+d}: leading order {2 * abs(dl - tau * mass):.3f}, exact {ex:.3f}")
edge = W - 2 * eps_dirac(W / 2, g, W)
print(f"zone-edge splitting at hbar v k = {W / 2:.1f} meV: exact {edge:.3f} meV")
print(f"zone-edge splitting, leading order e v A = {g:.3f} meV")
print(f"lattice: bond = {bond:.2f} nm, hopping t = {hop / 1000:.4f} eV, z = {z:.5f}")
print(f"exact lattice gap at K, same drive = {gap_lat:.3f} meV")
print("k=0 gap in units of hbar omega: alpha, commutator, exact")
for row in gap_table:
    print(f"  {row[0]:.1f}  {row[1]:.5f}  {row[2]:.5f}")
print("lattice gap at K, z=0.5, in units of t: hbar omega/t, commutators, exact")
for row in lat_table:
    print(f"  {row[0]:.0f}  {row[1]:.6f}  {row[2]:.6f}")
print(f"lattice relative errors: {100 * rel[0]:.3f} and {100 * rel[1]:.3f} percent")
print(f"lower-band Chern number (z=1, hbar omega=10t): effective {chern_eff:.4f}")
print(f"lower-band Chern number (z=1, hbar omega=10t): exact {chern_exact:.4f}")
print(f"three-level error ratios on doubling omega: {general_ratio[0]:.2f}, {general_ratio[1]:.2f}")
print(f"Dirac error ratios on halving q and g: {dirac_ratio[0]:.2f}, {dirac_ratio[1]:.2f}")
print(f"weak-drive shift, q=0.3, g=0.005 (hbar omega=1): exact {shift:.4e}")
print(f"weak-drive shift, formula (hbar omega=1): {shift_formula:.4e}")
print("all assertions hold")
```

It prints:

```
velocity v = 1.0e+06 m/s; photon energy = 250.0 meV
rotating field strength = 2.0e+07 V/m
intensity eps0*c*E^2 = 1.062e+12 W/m^2
angular frequency = 3.7982e+14 rad/s
vector potential A = 5.2657e-08 V s/m
e v A = 52.657 meV; alpha = 0.2106; alpha^2 = 0.04436
commutator mass = 11.091 meV; commutator gap = 22.182 meV
exact Dirac gap at k=0 = 21.277 meV = 3.4089e-21 J
commutator gap / exact gap - 1 = 4.26 percent
quasienergy in meV: hbar v k, k (1/nm), commutator, with velocity, exact
    0.0  0.00000  11.091  11.091  10.638
    5.0  0.00760  12.166  12.076  11.673
   20.0  0.03039  22.869  22.098  21.947
   50.0  0.07596  51.215  49.052  48.865
static sublattice term delta = 5.0 meV, s=+1, gaps at k=0 in meV:
  tau=+1: leading order 12.182, exact 12.090
  tau=-1: leading order 32.182, exact 30.519
zone-edge splitting at hbar v k = 125.0 meV: exact 49.040 meV
zone-edge splitting, leading order e v A = 52.657 meV
lattice: bond = 0.14 nm, hopping t = 3.1343 eV, z = 0.01120
exact lattice gap at K, same drive = 21.276 meV
k=0 gap in units of hbar omega: alpha, commutator, exact
  0.1  0.02000  0.01980
  0.2  0.08000  0.07703
  0.4  0.32000  0.28062
  0.8  1.28000  0.88680
lattice gap at K, z=0.5, in units of t: hbar omega/t, commutators, exact
  10  0.104806  0.104258
  20  0.052403  0.052334
lattice relative errors: 0.526 and 0.132 percent
lower-band Chern number (z=1, hbar omega=10t): effective -1.0000
lower-band Chern number (z=1, hbar omega=10t): exact -1.0000
three-level error ratios on doubling omega: 4.05, 7.85
Dirac error ratios on halving q and g: 8.13, 32.57
weak-drive shift, q=0.3, g=0.005 (hbar omega=1): exact -1.1717e-05
weak-drive shift, formula (hbar omega=1): -1.1719e-05
all assertions hold
```
